\section*{Resonant and direct tunnelling through a channel with randomly placed impurities}

\section*{Setting}

Electrons of energy $E$ and mass $m$ move in one subband of a narrow transistor channel. Energies are counted from the subband edge in the source and drain. The gate raises a rectangular barrier of height $V_0>E$ on $0<x<L$. We write
\begin{equation}
B=V_0-E=\frac{\hbar^2\kappa^2}{2m},\qquad E=\frac{\hbar^2k^2}{2m},\qquad S=\frac{2k\kappa}{k^2+\kappa^2}.
\end{equation}
An impurity at $x=a$, a distance $b=L-a$ from the drain, is modelled as a short-range well that adds $-(\hbar^2q/m)\,\delta(x-a)$ to the potential. Integrating the Schr\"odinger equation across the well gives the slope jump $\psi'(a^+)-\psi'(a^-)=-2q\,\psi(a)$. In an infinitely long barrier the bound state is $e^{-q|x-a|}$, so the isolated level lies at $E_i=V_0-\hbar^2q^2/2m$.

Transport is coherent and elastic, the bias is small, and $\kappa L\gg1$. How does the transmission depend on $L$ without impurities, and how does its average over many devices with random impurities depend on $L$?

\section*{(a) One impurity}

\textit{Find the transmission probability $T$ for given $a$ and $q$.}

\textbf{Solution.} To the right of the well, $\psi\propto e^{-\kappa(x-L)}+\rho\,e^{\kappa(x-L)}$ must join an outgoing wave $e^{ikx}$ at $x=L$. Define the outward decay rate $\lambda=-\psi'/\psi$. At $x=L$ it equals $-ik$, so
\begin{equation}
\kappa\,\frac{1-\rho}{1+\rho}=-ik\quad\Rightarrow\quad \rho=\frac{\kappa+ik}{\kappa-ik}=\frac{(\kappa+ik)^2}{\kappa^2+k^2},\qquad |\rho|=1,\quad \mathrm{Im}\,\rho=S .
\end{equation}
At a distance $d$ before the end of the barrier,
\begin{equation}
\lambda(d)=\kappa\,\frac{1-z}{1+z},\qquad z=\rho\,e^{-2\kappa d}.
\end{equation}
Since $\mathrm{Im}[(1-z)(1+z^*)]=-2\,\mathrm{Im}\,z$, the quantity $s(d)=-\mathrm{Im}\,\lambda(d)$ is positive:
\begin{equation}
s(d)=\frac{2\kappa S\,e^{-2\kappa d}}{|1+z|^2}\simeq 2\kappa S\,e^{-2\kappa d}\quad(\kappa d\gg1).
\label{eq:s}
\end{equation}

By symmetry, the solution $\phi$ that is outgoing in the source has $\phi'/\phi=\lambda_a\equiv\lambda(a)$ at the well. Its complex conjugate is incoming in the source. To the left of the well $\psi=A\phi^*+C\phi$, hence
\begin{equation}
\psi'(a^-)=\lambda_a^*A\phi^*+\lambda_aC\phi=\lambda_a\psi(a)+(\lambda_a^*-\lambda_a)A\phi^* .
\end{equation}
On the right $\psi'(a^+)=-\lambda_b\psi(a)$. The jump condition then gives
\begin{equation}
(2q-\lambda_a-\lambda_b)\,\psi(a)=(\lambda_a^*-\lambda_a)A\phi^*=2i\,s_a\,A\phi^*(a).
\end{equation}
The flux is $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. The incident part $A\phi^*$ carries $(\hbar/m)|A\phi|^2s_a$, and the transmitted flux is $(\hbar/m)|\psi(a)|^2s_b$. Their ratio is
\begin{equation}
T=\frac{s_b|\psi(a)|^2}{s_a|A\phi(a)|^2}=\frac{4s_as_b}{|2q-\lambda_a-\lambda_b|^2}.
\label{eq:exact}
\end{equation}
No approximation has been made within the model.

\section*{(b) The empty barrier}

\textit{Find $T$ without an impurity.}

\textbf{Solution.} Set $q=0$ in (\ref{eq:exact}). The point $a$ is then arbitrary, and we take $a=b=L/2$. Both $\lambda$ tend to $\kappa$, and (\ref{eq:s}) gives
\begin{equation}
T_{\rm dir}=\frac{4(2\kappa S)^2e^{-2\kappa(a+b)}}{(2\kappa)^2}=4S^2e^{-2\kappa L}.
\label{eq:dir}
\end{equation}
The amplitude decays as $e^{-\kappa L}$ and the probability as its square.

\section*{(c) Near resonance}

\textit{Write $T$ for $E_i$ close to $E$ and the well several decay lengths from both contacts.}

\textbf{Solution.} For $q$ close to $\kappa$,
\begin{equation}
E-E_i=\frac{\hbar^2}{2m}(q^2-\kappa^2)\simeq\frac{\hbar^2\kappa}{m}(q-\kappa).
\end{equation}
The real parts of $\lambda_a$ and $\lambda_b$ differ from $\kappa$ by terms of order $\kappa e^{-2\kappa a}$ and $\kappa e^{-2\kappa b}$. These shift the level slightly, and we absorb the shift in $E_i$; it has no effect once levels are spread uniformly. The denominator of (\ref{eq:exact}) becomes $(2m/\hbar^2\kappa)^2(E-E_i)^2+(s_a+s_b)^2$. Multiplying numerator and denominator by $(\hbar^2\kappa/2m)^2$ gives the Breit--Wigner form
\begin{equation}
T=\frac{\Gamma_L\Gamma_R}{(E-E_i)^2+\Gamma^2/4},\qquad \Gamma=\Gamma_L+\Gamma_R,
\label{eq:bw}
\end{equation}
with $\Gamma_L=\hbar^2\kappa s_a/m$ and $\Gamma_R=\hbar^2\kappa s_b/m$. Using $\hbar^2\kappa^2/m=2B$,
\begin{equation}
\Gamma_L=\Gamma_0e^{-2\kappa a},\qquad \Gamma_R=\Gamma_0e^{-2\kappa b},\qquad \Gamma_0=4BS.
\end{equation}

\section*{(d) The average over impurities}

\textit{Impurities are dilute and uniform in position. Their levels are uniform over a window $W$ around $E$, much wider than the width of a central level, with $\nu$ levels per unit length and energy. Find the mean resonant transmission and the sites that supply it.}

\textbf{Solution.} Let $a=L/2+u$ and $\Gamma_c=\Gamma_0e^{-\kappa L}$. Then
\begin{equation}
\Gamma_L\Gamma_R=\Gamma_c^2,\qquad \Gamma=\Gamma_c(e^{-2\kappa u}+e^{2\kappa u})=2\Gamma_c\cosh 2\kappa u .
\end{equation}
The product is the same for every site; only the sum depends on position. Integrating the Lorentzian over the level energy, with the limits extended to infinity,
\begin{equation}
\int T\,dE_i=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}=\frac{\pi\Gamma_c}{\cosh2\kappa u}.
\label{eq:level}
\end{equation}
The weight is greatest at $u=0$. An off-centre level is broader and so more often near $E$, in proportion to $\cosh2\kappa u$. Its peak height, however, is $4\Gamma_L\Gamma_R/\Gamma^2=1/\cosh^22\kappa u$, and this loss wins.

Since $\frac{d}{dy}\arctan(\sinh y)=1/\cosh y$,
\begin{equation}
\int_{-w}^{w}\frac{du}{\cosh2\kappa u}=\frac1\kappa\arctan(\sinh2\kappa w)\;\longrightarrow\;\frac{\pi}{2\kappa}\quad(\kappa w\gg1).
\end{equation}
Therefore
\begin{equation}
\langle T_{\rm res}\rangle=\frac{\pi^2\nu\Gamma_0}{2\kappa}\,e^{-\kappa L}.
\label{eq:res}
\end{equation}
Half of the mean comes from $|u|<w_{1/2}$, where $\arctan(\sinh2\kappa w_{1/2})=\pi/4$, so $w_{1/2}=\mathrm{arsinh}(1)/2\kappa$. This range does not grow with $L$.

Two other level distributions show where the exponent comes from. If every level were tuned to its resonance, a site would transmit $1/\cosh^22\kappa u$, and the mean per impurity would be $1/(\kappa L)$, with no exponential at all. If every level were detuned by a fixed $\delta$ with $|\delta|\gg\Gamma$, (\ref{eq:bw}) would give $\Gamma_c^2/\delta^2\propto e^{-2\kappa L}$. The factor $e^{-\kappa L}$ in (\ref{eq:res}) thus comes from the probability, of order $\Gamma_c/W$, that the level of a central site falls within its own narrow width of $E$. When it does, a central site transmits with probability of order one.

The finite window removes the tails of the Lorentzians, a fraction $2\Gamma/\pi W$ for each site with $\Gamma\ll W$. Multiplied by (\ref{eq:level}), this loss is $4\Gamma_c^2/W$, wherever such a site lies. Sites close to a contact, where $\Gamma$ is not small against $W$, lose less. Summed over $L$ and divided by $\pi^2\Gamma_c/2\kappa$, the relative loss is about $8\kappa L\,\Gamma_c/\pi^2W$.

\section*{(e) Mean and typical device}

\textit{How many devices must be averaged before (\ref{eq:res}) is seen, and what does a typical device do?}

\textbf{Solution.} From $\int dx\,(x^2+g^2)^{-2}=\pi/2g^3$ with $g=\Gamma/2$,
\begin{equation}
\int T^2dE_i=\frac{4\pi(\Gamma_L\Gamma_R)^2}{\Gamma^3}=\frac{\pi\Gamma_c}{2\cosh^32\kappa u}.
\end{equation}
The substitution $\sinh y=\tan\theta$ turns $\int dy/\cosh^3y$ into $\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi/2$. Hence $\langle T^2\rangle=\nu\pi^2\Gamma_c/8\kappa$ and
\begin{equation}
\langle T^2\rangle/\langle T\rangle=\tfrac14\qquad\text{(zero temperature)}.
\end{equation}
For rare resonances the variance is close to $\langle T^2\rangle$. A relative error $\epsilon$ of the mean therefore needs $N=\langle T^2\rangle/(\epsilon^2\langle T\rangle^2)$ devices.

At temperature $\Theta$ the conductance is $(2e^2/h)\int(-f')\,T\,dE$, with $f$ the Fermi function. If $\kappa$ changes little over the thermal spread, the mean over levels is unchanged, but each device is smoothed. For $k_B\Theta\gg\Gamma$ its effective transmission is (\ref{eq:level}) times $-f'(E_i)$. Because $-f'=f(1-f)/k_B\Theta$,
\begin{equation}
\int(-f')^2dE=\frac1{k_B\Theta}\int_0^1f(1-f)\,df\Big|_{\,dE=-k_B\Theta\,df/f(1-f)}\!=\frac{1}{6k_B\Theta}.
\end{equation}
With $\int du/\cosh^22\kappa u=1/\kappa$, the second moment is $\nu\pi^2\Gamma_c^2/(6\kappa k_B\Theta)$, and the ratio $\frac14$ is replaced by $\Gamma_c/3k_B\Theta$.

A device without an impurity follows (\ref{eq:dir}). A device whose impurity is detuned by much more than its width $\Gamma$, but by much less than $B$, has $T\simeq\Gamma_c^2/(E-E_i)^2$, which is larger than $T_{\rm dir}$ but also falls as $e^{-2\kappa L}$. For a site far from both contacts and off resonance, (\ref{eq:exact}) gives $T\simeq T_{\rm dir}\,\kappa^2/(q-\kappa)^2$ at any detuning, so a level more than $3B$ below $E$ lowers the transmission. The slower law (\ref{eq:res}) belongs to the mean over many devices, or over many independent channels in parallel, and not to the typical device.

\section*{(f) Coulomb blockade}

\textit{A second electron on the site costs a large energy. Does this alter the exponent when $k_B\Theta\gg\Gamma$?}

\textbf{Solution.} Let $P_0$ and $P_1$ be the probabilities of an empty and a singly occupied site. Contact $j$ supplies the net current $\Gamma_jA_j/\hbar$, where $A_j=2f_jP_0-(1-f_j)P_1$; the 2 counts the spin states open to the entering electron. In the steady state $\Gamma_LA_L+\Gamma_RA_R=0$, and $A_L-A_R=(f_L-f_R)(2P_0+P_1)$. Eliminating $A_R$,
\begin{equation}
\frac{\Gamma_LA_L}{\hbar}=\frac{\Gamma_L\Gamma_R}{\hbar\,\Gamma}\,(f_L-f_R)(2P_0+P_1).
\end{equation}
The position enters through the same factor $\Gamma_L\Gamma_R/\Gamma$ as before, so the central sites and the exponent $-\kappa L$ remain. For the prefactor, let $x$ be the level energy relative to the Fermi level in units of $k_B\Theta$. At small bias $P_1=2e^{-x}P_0$, so $P_0=1/(1+2e^{-x})$ and $2P_0+P_1=2P_0/(1-f)$. Since $f_L-f_R\propto f(1-f)$, the level average is, with $y=e^x$,
\begin{equation}
\int_{-\infty}^{\infty}2fP_0\,dx=\int_0^\infty\frac{2\,dy}{(1+y)(2+y)}=2\left[\ln\frac{1+y}{2+y}\right]_0^\infty=2\ln2 .
\end{equation}
Without repulsion the two spins give $2\int f(1-f)\,dx=2$. Blockade multiplies the mean conductance by $\ln2$, provided that the second charging transition lies outside the window. A rate-equation calculation gave 0.6931 for equal rates and 0.6929 for rates in the ratio 5:1.

\section*{(g) Numbers for a cold silicon channel}

\textit{Take $L=20$ nm, $B=45$ meV, $E=50$ meV, $m=0.19\,m_0$, $\Theta=4.2$ K, $2\times10^{-4}$ donors per nm and $W=20$ meV. Which process carries the mean current, and from what length on?}

\textbf{Solution.} The inputs give $\kappa=0.4737$ nm$^{-1}$, $\kappa L=9.474$, $S=0.9986$, $\Gamma_0=179.8$ meV and $\nu=2\times10^{-4}/0.020=0.010$ (eV\,nm)$^{-1}$. Then
\begin{align}
T_{\rm dir}&=4(0.9986)^2(5.897\times10^{-9})=2.35\times10^{-8},\\
\langle T_{\rm res}\rangle&=\frac{9.870\times0.010\times0.1798}{2\times0.4737}\,(7.679\times10^{-5})=1.44\times10^{-6}.
\end{align}
The resonant mean is 61 times the direct value. In conductance this is 111 pS against 1.8 pS, and blockade lowers the first to roughly 77 pS. The factor $\ln2$ assumes $k_B\Theta\gg\Gamma$. Here a central level has $\Gamma/k_B\Theta=0.08$, but about a fifth of the mean comes from sites with $\Gamma>k_B\Theta/4$, so this last value is approximate. Half of the mean comes from within 0.93 nm of the centre and 90\,\% from within 2.7 nm.

Dividing (\ref{eq:res}) by (\ref{eq:dir}) and using $\Gamma_0=4BS$ gives $\pi^2\nu B\,e^{\kappa L}/2\kappa S$. The two are equal at
\begin{equation}
L^*=\frac1\kappa\ln\frac{2\kappa S}{\pi^2\nu B}=\frac{\ln 213}{0.4737\ \mathrm{nm}^{-1}}=11.3\ \mathrm{nm}.
\end{equation}
With the finite window the crossing moves to 11.6 nm. In shorter channels with these parameters direct tunnelling is the larger.

Direct integration of the Schr\"odinger equation, averaged over position and over the actual window, gives $1.431\times10^{-6}$ at 20 nm, 0.5\,\% below the formula. The tail estimate of part (d), with $\Gamma_c=13.8\ \mu$eV, is also 0.5\,\%. Between 20 and 32 nm, with all else fixed, the logarithm of this mean falls by 0.4733 per nm, against $\kappa=0.4737$ nm$^{-1}$. For the empty barrier the slope is 0.9474 per nm, equal to $2\kappa$. The remaining values are in the numerical output.

At 20 nm, devices that hold one donor have a mean transmission of $3.6\times10^{-4}$ but a median of only $3.7\times10^{-6}$. The median falls by 0.925 per nm, slightly less than $2\kappa$. An estimate from (\ref{eq:bw}) accounts for the difference. To exceed a value $t$, a site needs both $|E-E_i|$ and $\Gamma/2$ below about $\delta_m=\Gamma_c/\sqrt t$. Sites closer to a contact than $a_0=\ln(\Gamma_0/2\delta_m)/2\kappa$ are too broad. The median thus obeys $(1-2a_0/L)(2\delta_m/W)=\frac12$, which gives $\delta_m\simeq6.9$ meV at 20 nm and 6.1 meV at 32 nm. The corresponding slope is 0.927 per nm. The excluded share of sites shrinks as the channel grows, and the slope tends to $2\kappa$.

A 10\,\% error of the mean needs $1.7\times10^7$ devices at zero temperature and $8.6\times10^5$ at 4.2 K. The mean therefore says little about any single transistor of this kind.

\section*{(h) Comparison with real transistors}

\textit{Which neglected effects matter most?}

\textbf{Solution.} The parameters are rough values for a silicon nanowire transistor at liquid-helium temperature. Shallow donors in bulk silicon are bound by roughly 45 meV, so the gate must hold the top of the barrier about that far above the Fermi energy for their levels to meet it. In a wire only a few nanometres across, confinement and the surrounding dielectric and gate shift this binding energy, so the bulk value is only a rough guide. One donor in 250 channels (a density of $8\times10^{15}$ cm$^{-3}$ in a 25 nm$^2$ cross-section) is a clean channel; dopants that diffuse in from the contacts could raise the number well above this and break the assumption of dilute, uniform sites. Real donors also have a Coulomb tail. If it is unscreened, and the wave function is matched to the plain exponential at one decay length from the donor, it multiplies the widths of central levels by about 6 and the resonant mean by about 7. This is only an order of magnitude: moving the matching point from half a decay length to two decay lengths changes the factor on the central widths from about 13 to about 3. Screening by the gate and contacts reduces it.

Other assumptions can be sized for the same example.
\begin{itemize}
\item \textit{Temperature.} If every electron above the barrier top is counted as transmitted, thermal emission equals the resonant mean at about 39 K; reflection at the abrupt edges of the rectangular barrier raises this to about 43 K. At 300 K the same count gives an emission factor of 0.15 (0.10 with reflection), and both tunnelling currents are negligible beside it for this barrier.
\item \textit{Mass.} With the heavy silicon mass $0.92\,m_0$ along the channel, $\kappa L$ becomes 20.8 and the resonant mean $7.5\times10^{-12}$. Of the changes sized here at 4.2 K, this is the largest.
\item \textit{Barrier shape.} In a smooth barrier, to exponential accuracy, $\kappa L$ is replaced by the action $\int\kappa\,dx$, and the best site divides the action equally. A parabolic barrier that rises to the same height $B$ above $E$ and has the same length $L$ at energy $E$ has $\pi/4$ of the rectangular action. This raises the resonant exponential by a factor of 7.6 and the direct one by a factor of $7.6^2\simeq58$, so the advantage of resonance shrinks. The prefactors fall at the same time: if the parabola continues down to the subband edge, the full resonant mean grows only about 3 times and the full direct transmission about 12 times.
\item \textit{Donor pairs.} At this density they raise the mean by 2.5\,\% at 20 nm, but their share grows with length, to about 11\,\% at 32 nm. The mean then falls by 0.466 per nm between these lengths, instead of 0.473 for single donors.
\item \textit{Subbands and valleys.} The conductances above count one subband with two spins. In a silicon wire along a cubic axis, with hard walls and a cross-section of 5 nm by 5 nm, the next subband with this transport mass lies about 49 meV above the first, so at $E=50$ meV it is just opening in the contacts. The lowest level is also shared by four valleys, which are not counted here.
\end{itemize}
Phonon-assisted hopping through the donors is not included and has not been sized. The exponents derived here therefore apply to elastic transport in channels where single donors dominate the resonant mean, at temperatures where neither emission nor hopping takes over.

\section*{Table of computed values}
\begin{verbatim}
barrier length 20 nm, barrier above electron energy 45 meV
electron energy above subband edge: 50 meV
mass: 0.19 m0, temperature 4.2 K, kT = 0.362 meV
donors per length: 2.0e-04 per nm, per channel 0.0040
same as volume density in a 25 nm2 wire: 8.0e+15 cm^-3
level window: 20 meV, nu = 0.010 per eV nm
kappa = 0.4737 per nm, 1/kappa = 2.111 nm, kappa L = 9.474
k = 0.4993 per nm, S = 0.9986, Gamma0 = 179.8 meV
exp(-kappa L) = 7.679e-05, exp(-2 kappa L) = 5.897e-09
total width of a central level: 27.61 ueV
site at 8 nm: width formula 93.89, wave 94.03 ueV
site at 8 nm: peak formula 0.0865, wave 0.0865
L = 20 nm: direct 2.352e-08, resonant mean: formula 1.438e-06, wave 1.431e-06
L = 24 nm: direct 5.317e-10, resonant mean: formula 2.162e-07, wave 2.160e-07
L = 28 nm: direct 1.202e-11, resonant mean: formula 3.250e-08, wave 3.249e-08
L = 32 nm: direct 2.716e-13, resonant mean: formula 4.886e-09, wave 4.886e-09
log slope of direct: -0.9474 per nm (-2 kappa = -0.9474)
log slope of mean: -0.4733 per nm (-kappa = -0.4737)
log slope of median, one-donor devices: -0.9246 per nm
median T of one-donor devices at 20 nm: 3.73e-06
mean T of one-donor devices at 20 nm: 3.58e-04
resonant mean / direct at 20 nm: 61.1
conductance at 20 nm: mean resonant 111.4 pS, direct 1.82 pS
half of mean from within +-0.930 nm of centre, 90 % within +-2.683 nm
wave shares in half range: 0.5009 (20 nm), 0.4978 (32 nm)
site weight relative to centre: 0.2940 at 2 nm off, 0.0175 at 5 nm off
crossover length: formula 11.32 nm, with finite window 11.61 nm
<T^2>/<T> at zero temperature: 0.2500
<T^2>/<T> at 4.2 K, 20 nm: formula 0.01271, quadrature 0.01231
devices for a 10 % error of the mean: 1.7e+07 (0 K), 8.6e+05 (4.2 K)
repulsion factor on mean: 0.6931 (equal rates), 0.6929 (rates 5:1)
mean conductance with repulsion: 77.2 pS
donor pairs change the mean by 2.5 %
thermal emission over barrier: log10 = -54.0 at 4.2 K, 1.13e-03 at 77 K, 0.149 at 300 K
emission equals resonant mean at 38.8 K
source degeneracy: electron energy / kT = 138
mass 0.92 m0 along channel: kappa L = 20.85, resonant mean 7.51e-12
unscreened Coulomb tail of donor multiplies widths by 6.44
parabolic barrier: action / (kappa L) = 0.7854, exp(-action) grows by 7.64
thermal spread at 4.2 K multiplies direct tunnelling by 1.0097
\end{verbatim}
